# Low-energy bands of AA-stacked bilayer graphene: verification in Python

```python
# AA-stacked bilayer graphene near a valley:
#   H = hv (sx kx + sy ky) + t tau_x,  bands E = s t + lam hv k,  s, lam = +1 or -1.
# Result under test: the middle bands cross at E = 0 on the circle k0 = t / hv.
# Symbols: hv = hbar * velocity (eV nm), t = vertical hopping (eV), k = wave number
# from the valley (1/nm), s* = sublattice Pauli matrices, tau_* = layer matrices.
# Basis order: A1, B1, A2, B2. Bands carry a factor 4 for spin and valley.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

one = np.eye(2, dtype=complex)
px = np.array([[0, 1], [1, 0]], dtype=complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1.0 + 0j, -1.0])

t = 0.2
velocity = 1.0e6
hv = const.hbar * velocity / const.e * 1e9
k0 = t / hv


def hamiltonian(kx, ky, extra=None):
    """Continuum AA Hamiltonian in eV, with an optional added 4x4 term."""
    h = np.kron(one, hv * (kx * px + ky * py)) + t * np.kron(px, one)
    return h if extra is None else h + extra


def middle_gap(h):
    e = np.linalg.eigvalsh(h)
    return e[2] - e[1]


def closest_approach(build):
    """Wave number and size of the smallest gap between the middle bands."""
    r = minimize_scalar(lambda k: middle_gap(build(k)), bounds=(0.05, 0.6),
                        method="bounded", options={"xatol": 1e-10})
    return r.x, r.fun


# Bands from diagonalisation against the derived formula, at random wave vectors
rng = np.random.default_rng(4)
for kx, ky in rng.uniform(-1, 1, (50, 2)):
    k = np.hypot(kx, ky)
    formula = sorted(s * t + lam * hv * k for s in (1, -1) for lam in (1, -1))
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(kx, ky)), formula, atol=1e-12)

# Ring found by search in several directions, with two zero modes on it
for angle in np.linspace(0, 2 * np.pi, 9):
    c, s = np.cos(angle), np.sin(angle)
    k_found, gap = closest_approach(lambda k: hamiltonian(k * c, k * s))
    assert abs(k_found - k0) < 1e-6 and gap < 1e-6
    energies = np.linalg.eigvalsh(hamiltonian(k_found * c, k_found * s))
    assert np.sum(np.abs(energies) < 1e-6) == 2

# The same radius through atomic units
hartree = const.physical_constants["Hartree energy in eV"][0]
v_atomic = const.physical_constants["atomic unit of velocity"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
k0_atomic_route = (t / hartree) / (velocity / v_atomic) / bohr_nm
assert abs(k0_atomic_route / k0 - 1) < 1e-7

# Pocket density and density of states from a grid of eigenvectors and energies
n_side, half_width = 300, 0.5
step = 2 * half_width / n_side
axis = -half_width + step * (np.arange(n_side) + 0.5)
gx, gy = [g.ravel()[:, None, None] for g in np.meshgrid(axis, axis)]
stack = (gx * np.kron(one, hv * px) + gy * np.kron(one, hv * py)
         + t * np.kron(px, one))
grid_e, grid_u = np.linalg.eigh(stack)
filled = grid_u[:, :, :2]
parity_sum = np.einsum("nia,ij,nja->n", filled.conj(), np.kron(px, one), filled).real
weight = 4 * step**2 / (2 * np.pi)**2
n_grid = weight * np.sum(-parity_sum / 2)
n_formula = k0**2 / np.pi
assert abs(n_grid / n_formula - 1) < 0.01      # finite grid at the ring edge
window = 0.05
dos_grid = weight * np.sum(np.abs(grid_e) < window) / (2 * window)
dos_formula = 4 * t / (np.pi * hv**2)
assert abs(dos_grid / dos_formula - 1) < 0.01  # finite grid at annulus edges

# A term anticommuting with both parts of H opens a gap on the ring
mass = 0.01
k_mass, gap_mass = closest_approach(
    lambda k: hamiltonian(k, 0, mass * np.kron(pz, pz)))
assert abs(k_mass - k0) < 1e-5 and abs(gap_mass - 2 * mass) < 1e-8

# Layer bias from an unscreened gate field: ring survives with a larger radius
field_mv_cm, spacing = 1.0, 0.35
bias = field_mv_cm * 0.1 * spacing             # 1 MV/cm is 0.1 V/nm
k_bias, gap_bias = closest_approach(
    lambda k: hamiltonian(k, 0, bias / 2 * np.kron(pz, one)))
assert gap_bias < 1e-6
assert abs(k_bias - np.sqrt(t**2 + bias**2 / 4) / hv) < 1e-6

# AB stacking with the same hopping: only B1 and A2 are coupled
h_ab = np.kron(one, hv * k0 * px)
h_ab[1, 2] += t
h_ab[2, 1] += t
ab_energy = np.min(np.abs(np.linalg.eigvalsh(h_ab)))
assert abs(ab_energy - t * (np.sqrt(5) - 1) / 2) < 1e-12

# Full honeycomb lattice around both valleys: trigonal warping of the ring
a = 0.246
t_plane = 2 * hv / (np.sqrt(3) * a)
bonds = a / np.sqrt(3) * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                                   [-np.sqrt(3) / 2, -0.5]])


def lattice_hamiltonian(kvec):
    f = np.sum(np.exp(1j * bonds @ kvec))
    layer = t_plane * np.array([[0, f], [np.conj(f), 0]])
    return np.kron(one, layer) + t * np.kron(px, one)


radii = []
for valley in (1, -1):
    corner = np.array([valley * 4 * np.pi / (3 * a), 0.0])
    for angle in np.arange(24) * np.pi / 12:
        unit = np.array([np.cos(angle), np.sin(angle)])
        k_found, gap = closest_approach(
            lambda k: lattice_hamiltonian(corner + k * unit))
        assert gap < 1e-6
        radii.append(k_found)
r_min, r_max = min(radii), max(radii)
warping = (r_max - r_min) / (2 * k0)
warping_formula = k0 * a / (4 * np.sqrt(3))
assert abs(warping / warping_formula - 1) < 0.02   # next order in k0*a

# Skew interlayer hopping: same radius, shifted crossing energy
t_skew = 0.04
hv_skew = hv * t_skew / t_plane
k_skew, gap_skew = closest_approach(
    lambda k: hamiltonian(k, 0, hv_skew * k * np.kron(px, px)))
e_skew = np.linalg.eigvalsh(
    hamiltonian(k_skew, 0, hv_skew * k_skew * np.kron(px, px)))
skew_shift = (e_skew[1] + e_skew[2]) / 2
assert gap_skew < 1e-6 and abs(k_skew - k0) < 1e-6
assert abs(skew_shift + hv_skew * t / hv) < 1e-7

# Thermal electron count in the upper branch of the lower cone
temperature = 300.0
kt = const.k * temperature / const.e
k_top = (t + 40 * kt) / hv
n_hot = quad(lambda k: 2 / np.pi * k / (np.exp((hv * k - t) / kt) + 1),
             0, k_top, points=[k0], epsabs=1e-12)[0]
thermal_rise = n_hot / n_formula - 1
thermal_formula = np.pi**2 * kt**2 / (3 * t**2)
assert abs(thermal_rise - thermal_formula) < 1e-4  # omitted term is exp(-t/kT)

print(f"vertical hopping t                    {t:.3f} eV")
print(f"velocity                              {velocity:.2e} m/s")
print(f"hbar * velocity                       {hv:.4f} eV nm")
print(f"ring radius k0                        {k0:.4f} 1/nm")
print(f"ring radius k0, converted             {k0 / 10:.5f} 1/angstrom")
print("bands from diagonalisation:")
for ratio in (0.0, 0.5, 1.0, 2.0):
    e = np.linalg.eigvalsh(hamiltonian(ratio * k0, 0))
    e = np.where(np.abs(e) < 1e-12, 0.0, e)
    print(f"  k = {ratio * k0:.4f} 1/nm:", " ".join(f"{x:+.3f}" for x in e), "eV")
print(f"electron density (= hole density)     {n_formula * 100:.3f} e12 cm^-2")
print(f"  same from k-grid                    {n_grid * 100:.3f} e12 cm^-2")
print(f"density of states at E = 0            {dos_formula:.4f} 1/(eV nm^2)")
print(f"  same from k-grid                    {dos_grid:.4f} 1/(eV nm^2)")
print(f"illustrative mass m                   {mass:.3f} eV")
print(f"gap on ring from this mass            {gap_mass:.4f} eV")
print(f"AB stacking: smallest |E| at k0       {ab_energy:.4f} eV")
print("neglected effects:")
print(f"lattice constant (rough)              {a:.3f} nm")
print(f"in-plane hopping from velocity        {t_plane:.3f} eV")
print(f"lattice ring radius, smallest         {r_min:.4f} 1/nm")
print(f"lattice ring radius, largest          {r_max:.4f} 1/nm")
print(f"radius modulation, lattice            {100 * warping:.2f} percent")
print(f"radius modulation, formula            {100 * warping_formula:.2f} percent")
print(f"skew hopping (rough)                  {t_skew:.3f} eV")
print(f"velocity ratio v3/v                   {hv_skew / hv:.4f}")
print(f"crossing energy with skew hopping     {skew_shift:.5f} eV")
print(f"gate field                            {field_mv_cm:.1f} MV/cm")
print(f"layer spacing (rough)                 {spacing:.2f} nm")
print(f"unscreened layer bias U               {bias:.4f} eV")
print(f"ring radius with bias                 {k_bias:.4f} 1/nm")
print(f"radius increase from bias             {100 * (k_bias / k0 - 1):.2f} percent")
print(f"temperature                           {temperature:.0f} K")
print(f"thermal energy kT                     {kt:.5f} eV")
print(f"thermal rise of electron count        {100 * thermal_rise:.2f} percent")
print(f"thermal rise, formula                 {100 * thermal_formula:.2f} percent")
print("OK")
```

Printed output:

```
vertical hopping t                    0.200 eV
velocity                              1.00e+06 m/s
hbar * velocity                       0.6582 eV nm
ring radius k0                        0.3039 1/nm
ring radius k0, converted             0.03039 1/angstrom
bands from diagonalisation:
  k = 0.0000 1/nm: -0.200 -0.200 +0.200 +0.200 eV
  k = 0.1519 1/nm: -0.300 -0.100 +0.100 +0.300 eV
  k = 0.3039 1/nm: -0.400 +0.000 +0.000 +0.400 eV
  k = 0.6077 1/nm: -0.600 -0.200 +0.200 +0.600 eV
electron density (= hole density)     2.939 e12 cm^-2
  same from k-grid                    2.941 e12 cm^-2
density of states at E = 0            0.5878 1/(eV nm^2)
  same from k-grid                    0.5887 1/(eV nm^2)
illustrative mass m                   0.010 eV
gap on ring from this mass            0.0200 eV
AB stacking: smallest |E| at k0       0.1236 eV
neglected effects:
lattice constant (rough)              0.246 nm
in-plane hopping from velocity        3.090 eV
lattice ring radius, smallest         0.3007 1/nm
lattice ring radius, largest          0.3073 1/nm
radius modulation, lattice            1.08 percent
radius modulation, formula            1.08 percent
skew hopping (rough)                  0.040 eV
velocity ratio v3/v                   0.0129
crossing energy with skew hopping     -0.00259 eV
gate field                            1.0 MV/cm
layer spacing (rough)                 0.35 nm
unscreened layer bias U               0.0350 eV
ring radius with bias                 0.3050 1/nm
radius increase from bias             0.38 percent
temperature                           300 K
thermal energy kT                     0.02585 eV
thermal rise of electron count        5.50 percent
thermal rise, formula                 5.50 percent
OK
```
